Why a polarisable rod gains upright but usually adsorbs flat

Consider a short needle whose charge can be displaced only along its axis. It is held at a height z above a perfect mirror for electric fields, with z much larger than its length. At some instant the needle carries a dipole p. The mirror answers with an image dipole a distance 2z away.

If the needle stands upright, dipole and image lie head to tail. If it lies flat, they lie side by side and point in opposite directions. Both arrangements attract, but unequally:

U_upright = −½ · 2p²/(2z)³ = −p²/(8z³)

U_flat = −½ · p²/(2z)³ = −p²/(16z³)

The factor ½ appears because the image grows in proportion to p. At equal centre height, standing up doubles the attraction.

Now let both needles descend until they touch. Let L be the distance between the end sites and d the smallest height that any site can reach. The flat centre stops at d, the upright centre at d + L/2. With the same distance law, the flat needle wins if

(1 + L/2d)³ > 2, which means L/2d > 0.26.

For L = 0.40 nm and d = 0.30 nm the left side is (5/3)³ = 4.6. The gain from standing up is at most a factor of two here, while the extra height of the upright centre enters as a cube. A real rod also responds sideways, fluctuates at many frequencies and is not small compared with its contact distance. Each of these changes the numbers.

**The surface prefers vertical dipoles**

Polarisabilities are written as volumes, so that dipole energies have the form p²/length³. The surface is flat, isotropic and nonmagnetic, and reflects a nonretarded field with a factor r. A dipole (p_x, p_y, p_z) then has the image

p′ = r(−p_x, −p_y, p_z).

The field of p′ at a displacement **R** is [3**R**(**R**·p′) − R²p′]/R⁵. At the original dipole **R** = (0, 0, 2z). The vertical field is therefore (3 − 1)rp_z/(2z)³, and the horizontal field is −p′_x/(2z)³ = rp_x/(2z)³. In matrix form the reaction field is Gp, with

G = [r/(8z³)] diag(1, 1, 2).

The weights 1:1:2 also follow from adding up pair attractions to a dilute solid. The dipole coupling to an atom at distance R in direction n is T = (3nn − 1)/R³, and the pair attraction contains its square,

T² = (3nn + 1)/R⁶.

An atom straight below thus has weight 4 for a vertical dipole and 1 for a horizontal one. Let c be the cosine of the angle from the downward normal. In this direction the solid begins at R = z/c, and the radial integral of R²/R⁶ is c³/(3z³). Integrating over directions gives

vertical: (2π/3z³) ∫₀¹ c³(3c² + 1) dc = (2π/3z³)(3/4) = π/(2z³)

horizontal: (2π/3z³) ∫₀¹ c³[3(1 − c²)/2 + 1] dc = (2π/3z³)(3/8) = π/(4z³).

Atoms off to the side reduce the ratio from 4 to 2. The preference for upright is what remains of the stronger head-to-tail coupling.

**From one dipole to fluctuations**

A molecule without a permanent dipole is attracted because the surface shifts the zero-point energies of its oscillations. Let A be the matrix that gives the molecular dipoles produced by applied fields. Frequencies are expressed as energies. A free oscillation of molecule and surface together obeys p = AGp, so its frequency satisfies det(1 − AG) = 0.

For a finite set of oscillators this determinant is a ratio of polynomials in the squared frequency. Its zeros are the coupled frequencies Ω_n, its poles the uncoupled frequencies ω_n, and it tends to one at high frequency. At imaginary frequency iξ it therefore equals

det[1 − A(iξ)G(iξ)] = Π_n (Ω_n² + ξ²)/(ω_n² + ξ²).

We also need the integral

∫₀^∞ ln[(Ω² + ξ²)/(ω² + ξ²)] dξ = π(Ω − ω).

It holds because both sides vanish at Ω = ω, and the derivative with respect to Ω is ∫₀^∞ 2Ω/(Ω² + ξ²) dξ = π. The zero-point shift ½Σ(Ω_n − ω_n) is thus

U = (1/2π) ∫₀^∞ ln det[1 − A(iξ)G(iξ)] dξ.

For weak coupling ln det(1 − AG) ≈ −Tr(AG), which leaves

U ≈ −(1/2π) ∫₀^∞ Tr[A(iξ)G(iξ)] dξ.

Far from the surface the rod acts as one point with polarisability α∥ along its axis and α⊥ across it. Let θ be the tilt from the surface normal. Then

α_zz = α∥cos²θ + α⊥sin²θ.

The trace with weights 1:1:2 is the ordinary trace plus one more α_zz:

α_xx + α_yy + 2α_zz = (α∥ + 2α⊥) + α∥cos²θ + α⊥(1 − cos²θ)
= α∥(1 + cos²θ) + α⊥(3 − cos²θ).

Define J = (1/2π)∫₀^∞ α(iξ)r(iξ) dξ for each direction. The distant attraction becomes

U = −[J∥(1 + cos²θ) + J⊥(3 − cos²θ)]/(8z³).

Upright minus flat is −(J∥ − J⊥)/(8z³), so upright wins at fixed height if J∥ > J⊥. The condition concerns the response weighted over frequency. A larger static polarisability along the axis does not by itself guarantee it. The gain is

R = U_upright/U_flat = 2(J∥ + J⊥)/(J∥ + 3J⊥).

Since 2 − R = 4J⊥/(J∥ + 3J⊥), R cannot exceed 2. The needle of the opening reaches this limit.

**A rod of three sites**

Take three identical isotropic sites a distance s = 0.20 nm apart, each with static polarisability α₀ = 0.0015 nm³ and oscillator energy 12 eV. The rod's anisotropy then comes from the coupling between sites. Its strength is x = α₀/s³ = 0.1875.

In a static axial field, let p_e and p_m be the end and middle dipoles in units of α₀ times the field. Head-to-tail neighbours help each other:

p_e = 1 + 2xp_m + (x/4)p_e, p_m = 1 + 4xp_e.

Inserting the second equation into the first gives p_e = (1 + 2x)/(1 − x/4 − 8x²) = 2.05 and p_m = 2.53. The sum 2p_e + p_m = 6.63 yields α∥ = 0.0099 nm³.

In a transverse field the neighbours oppose each other:

p_e = 1 − xp_m − (x/8)p_e, p_m = 1 − 2xp_e.

Now p_e = (1 − x)/(1 + x/8 − 2x²) = 0.85 and p_m = 0.68, so α⊥ = 0.0036 nm³. The static ratio α∥/α⊥ is 2.8.

The surface has r(iξ) = 0.85/[1 + (ξ/12 eV)²]. Integration gives J∥ = 0.0102 eV nm³ and J⊥ = 0.0048 eV nm³, a ratio of only 2.1. At high frequency the sites respond too weakly to influence one another, and α∥/α⊥ tends to one. The frequency integral includes this less anisotropic part. The distant gain is

R = 2(0.01017 + 0.00482)/(0.01017 + 3 · 0.00482) = 1.22.

The tilt law was tested against the full zero-point energy from diagonalising the coupled oscillators. At z = 20 nm, used as a formal nonretarded limit, they agree within 0.2% at four tilts. With the coupling between sites switched off, the upright-to-flat ratio there falls to 1.0004. In this model the distant preference therefore comes from the coupling.

**What contact changes**

At contact the point picture is poor, because the ends of an upright rod feel very different fields. A second solvable case is a uniform rod in which every short element responds only to the field at its own position, with the same gain R. Flat, all elements lie at d. Upright, they are spread from d to d + L. With u = L/d, the average of the inverse cube is

(1/L)∫₀^L dx/(d + x)³ = (1/2L)[1/d² − 1/(d + L)²] = (d + L/2)/[d²(d + L)²].

Multiplying by d³R gives the upright-to-flat ratio

R(1 + u/2)/(1 + u)².

It equals one when u² + (2 − R/2)u + 1 − R = 0. The positive root is

u* = ½[R/2 − 2 + √(R²/4 + 2R)].

Flat wins for u > u*. At the largest possible gain, R = 2, the threshold is u* = (√5 − 1)/2 = 0.62. At R = 1.22 it is 0.14. The example has u = 0.40/0.30 = 1.33, well beyond both.

For the three-site rod the full zero-point calculation gives −0.110 eV flat and −0.056 eV upright when the lowest site is held at 0.30 nm in both cases. The ratio is 0.51. It can be split by inserting a flat rod at the upright centre height of 0.50 nm, whose energy is −0.0242 eV:

orientation at equal centre height: 0.0559/0.0242 = 2.31

raising the flat rod from 0.30 to 0.50 nm: 0.0242/0.1101 = 0.22

product: 2.31 × 0.22 = 0.51.

The second factor is close to (0.30/0.50)³ = 0.216. The first exceeds the point limit of 2, which has a simple origin. The upright sites lie at 0.30, 0.50 and 0.70 nm. Even for uncoupled isotropic sites, the average of 1/z³ over these heights is 16.0 nm⁻³, against 8.0 nm⁻³ for a flat rod at 0.50 nm. Length alone supplies a factor of 2.0, because the inverse cube rewards the near end more than it penalises the far end. Upright remained favoured at all twelve equal centre heights tested between 0.50 and 3.0 nm.

At contact the same sites show why flat wins. Relative to a site at 0.30 nm, the upper two carry weights of (3/5)³ = 0.22 and (3/7)³ = 0.08. A flat rod has three sites in contact, an upright rod has one. Longer chains strengthen the effect: the contact ratio is 0.68 for two sites, 0.40 for four and 0.22 for eight.

The rule fails when the rod is short compared with its contact distance. For this three-site rod, upright would win at contact only if d exceeded about 2.7 nm. The point rule (1 + L/2d)³ = R gives 2.95 nm. For a rod of identical sites, standing at contact thus needs a very short and very anisotropic adsorbate. A rod whose response sits mostly at one end is different: two sites 0.20 nm apart with polarisabilities in the ratio 10:1 and a static anisotropy of 2.3 give a contact ratio of 1.06 with the larger site lowest, if both sites share d = 0.30 nm. The larger site then carries 0.0076 nm³, five times a site of the three-site rod, and so polarisable a group may well have a larger contact distance. At d = 0.30 nm, a two-site rod with the bond length (0.11 nm) and static anisotropy (about 1.6) of N₂ has a contact ratio of 0.76, and even a static ratio of 6 at that length gives only 0.96. The first of these rods has sites of only 0.0002 nm³, so it matches N₂ in length and anisotropy but not in the size of its polarisability.

**Letting the height relax**

A fixed contact distance is a crude form of repulsion. Let each site instead feel a wall energy B exp(−z/b), with B = 250 eV and b = 0.03 nm, and let the height minimise the total energy at each tilt. The flat rod settles at 0.302 nm. The lowest site of the upright rod settles at 0.288 nm, because that site must carry almost all of the repulsion that balances the pull on the whole rod.

The relaxed energies are −0.045 eV at θ = 0°, −0.046 eV at 30°, −0.053 eV at 60° and −0.076 eV at 90°. Flat was the lowest of the 37 tilts tested. Its advantage over upright is 0.031 eV, or 3.0 kJ/mol.

This is only 1.2 times the thermal energy at 300 K, 0.026 eV. Weighting the relaxed energies by the Boltzmann factor and by the solid angle gives a mean cos²θ of 0.23. A perfectly flat rod would have 0, and random orientation 1/3. "Lies flat" therefore describes the energy minimum. At room temperature this model rod tilts widely, because its energy changes with tilt by little more than the thermal energy; a deeper well with the same tilt dependence would give the same mean. Doubling all energies would lower the mean to 0.14. The estimate leaves out motion in height, which raises it to about 0.25–0.28, depending on the height up to which the rod is counted as adsorbed.

**A real precursor and a crowded surface**

The parameters are round values in the regime of diacetylene, a linear carbon precursor with four carbon atoms and no permanent dipole, above passivated silicon. A dielectric constant of roughly 12 gives r ≈ 11/13 = 0.85. Hartree–Fock in an aug-cc-pVDZ basis gives α∥ ≈ 0.012 and α⊥ ≈ 0.0044 nm³ for diacetylene (the transverse value rises by about 3%, to 0.0045, in aug-cc-pVTZ). This is the same ratio as in the model, whose values lie about 20% lower. The time-dependent Hartree–Fock response of diacetylene in aug-cc-pVDZ, above the same model surface, gives R = 1.24 and, with the lowest carbon at 0.30 nm, a first-order contact ratio of 0.55, close to the model. Its J values are about 35–45% larger, and its flat attraction at 0.30 nm is about −0.18 eV. In aug-cc-pVTZ these values move to R = 1.23, a ratio of about 0.54 and −0.19 eV, so the last digit is not converged. The energies below and above belong to the model and are not measured adsorption energies. The passivating layer may hold the molecule farther from the reflecting plane than 0.30 nm. At 0.35 nm the contact ratio is 0.54, and the flat rod's attraction falls to roughly (0.30/0.35)³ = 0.63 of its value at 0.30 nm.

The real molecule also breaks the assumption that every part has the same contact distance. Its end hydrogen touches first when it stands, which may lift the carbon chain by roughly 0.05 nm more than assumed. The average of 1/z³ then drops from 16.0 to 10.6 nm⁻³, and the contact ratio from 0.51 to roughly 0.34, further in favour of flat.

Three further effects are small at contact in this model. Image terms beyond first order change the attractions of the three-site rod by less than 1%. The retardation parameter 2zE/ħc, with E = 12 eV, is 0.06 for the upright rod at contact. It is 0.33 at the 2.7 nm crossover (0.35 at the upright centre). Retardation shifts the point-rule crossover only from 2.95 to about 3.0 nm, but it lowers R to 1.18 at 20 nm. Site charges of +0.1, −0.2 and +0.1 e would give image energies of −0.0003 eV upright and −0.0008 eV flat, a difference of about 2% of the relaxed preference. These charges understate diacetylene, whose Hartree–Fock quadrupole is nearly four times larger. Its charge density gives about −0.005 eV flat, and −0.008 to −0.009 or about −0.004 eV upright with the lowest carbon at 0.30 or 0.35 nm. The difference can thus reach about 10% of the preference, with a sign that depends on the upright height. Atomic corrugation, overlap of the electron clouds and bending of the molecule are not included. Corrugation can work against the flat rod: in a rough pair sum with hard contacts on hydrogen-covered Si(111), the standing end sinks 0.03–0.04 nm deeper into a hollow, and the contact ratio of the three-site rod rises to about 0.65. Chemical bonds are the most serious omission: on a reactive site, or with an anchoring end group, they can override a preference of 0.03 eV.

Crowding can also reverse the answer. Suppose the rod is 0.40 nm wide, so that it occupies 0.16 nm² upright and 0.32 nm² flat. The relaxed surface energy per area is then

upright: −0.045/0.16 = −0.28 eV/nm²

flat: −0.076/0.32 = −0.24 eV/nm².

With equal contact distances, standing rods gain more from the surface per area, although each one gains less. The margin is fragile: with the 0.05 nm hydrogen lift the upright value falls to about −0.17 eV/nm², and the flat rods gain more. Two upright neighbours 0.40 nm apart also attract each other by 0.027 eV. A flat pair lying side by side at 0.40 nm has the same geometry and the same energy, while an end-to-end pair gains only 0.010 eV. On a square lattice a standing rod has four side neighbours instead of two, at twice the density, so the lateral attraction favours standing. Summed over these lattices with the surface present, it amounts to about 0.06 eV per standing rod and 0.037 eV per flat rod, which brings the totals to about −0.65 eV/nm² upright (−0.54 with the lift) and −0.35 eV/nm² flat. Lateral repulsion and packing are not modelled, so these figures do not settle the structure of a full layer. They do limit the flat rule to isolated, physisorbed rods with a fairly even response along their length, at low coverage. The numerical output below lists the main values for the three-site model.

Numbers as computed

```
Number of sites: 3
Site spacing: 0.2 nm
End-site distance L: 0.4 nm
Site polarisability: 0.0015 nm^3
Site oscillator energy: 12 eV
Surface oscillator energy: 12 eV
Static reflection factor: 0.85
Fixed contact distance d: 0.3 nm
Wall strength: 250 eV
Wall decay length: 0.03 nm
Static axial polarisability: 0.009942 nm^3
Static transverse polarisability: 0.003578 nm^3
J_par: 0.01017 eV nm^3
J_perp: 0.004818 eV nm^3
Distant upright/flat gain R: 1.217
Distant ratio without site coupling: 1.0004
Upright centre height at contact: 0.5 nm
Upright attraction at that height: -0.05586 eV
Flat attraction at same centre height: -0.02416 eV
Flat attraction at contact: -0.1101 eV
Orientation factor, equal centre height: 2.312
Height-loss factor: 0.2195
Upright/flat ratio at contact: 0.5074
Contact ratio without site coupling: 0.4304
Full crossover contact distance: 2.702 nm
Point-rule crossover distance: 2.95 nm
Uniform-rod threshold L/d at this R: 0.1419
Uniform-rod threshold L/d at R=2: 0.618
Contact ratio for 2 sites: 0.6769
Contact ratio for 4 sites: 0.4037
Contact ratio for 8 sites: 0.2182
Relaxed upright lowest-site height: 0.2876 nm
Relaxed flat height: 0.302 nm
Relaxed energy at tilt 0 deg: -0.04526 eV
Relaxed energy at tilt 30 deg: -0.04618 eV
Relaxed energy at tilt 60 deg: -0.05339 eV
Relaxed energy at tilt 90 deg: -0.07609 eV
Relaxed preference for flat: 0.03083 eV
Same preference: 2.975 kJ/mol
Higher image orders, flat: 0.6646 percent
Higher image orders, upright: 0.5851 percent
Retardation parameter 2zE/(hbar c), upright: 0.06081
Retardation parameter at crossover: 0.3287
Temperature: 300 K
Thermal energy: 0.02585 eV
Thermal mean cos^2(tilt), relaxed profile: 0.2297
Model end-site charge for quadrupole: 0.1 e
Quadrupole image energy, upright: -0.0002914 eV
Quadrupole image energy, flat: -0.0007613 eV
Contact ratio if d is 0.25 nm: 0.478
Contact ratio if d is 0.35 nm: 0.5355
Assumed molecular width and neighbour spacing: 0.4 nm
Upright neighbour-pair dispersion: -0.02696 eV
Upright surface energy per area: -0.2828 eV/nm^2
Flat surface energy per area: -0.2378 eV/nm^2
```
